# Kronecker-Product Hamiltonians for Nanosheet Cross-Sections: Dense, Sparse and Tensor Costs

## What scaling and symmetry fix

Take an electron confined by hard walls to the rectangle $0<y<W$, $0<z<L$, the cross-section of a nanosheet channel. In a one-band effective-mass model with constant masses aligned with the sides, and in Rydberg units ($\hbar=1$, electron mass $1/2$, $e^2=2$, lengths in bohr, $m_y$ and $m_z$ in electron masses), the factor $\hbar^2/2m$ becomes $1/m$ and

$$H=-\frac{1}{m_y}\partial_y^2-\frac{1}{m_z}\partial_z^2+V(y,z).$$

Spin, valleys and wall penetration are left out. Put $y=Ws$ and $z=Lt$. For $V=0$,

$$H=-\frac{1}{m_yW^2}\partial_s^2-\frac{1}{m_zL^2}\partial_t^2 .$$

The two terms act on different variables and therefore commute. Each can have a definite value in the same state, so every level has the form $E=c_p/(m_yW^2)+c_q/(m_zL^2)$ with pure numbers $c$. For functions $\sin(p\pi s)$, which vanish at both walls, $c_p=\pi^2p^2$.

Let $W=400$ bohr, $L=100$ bohr, $m_y=0.2$ and $m_z=0.9$, which are round model values. The two energy units are $\pi^2/(m_yW^2)=0.308$ mRy and $\pi^2/(m_zL^2)=1.097$ mRy. The lowest level is their sum, 1.405 mRy, and the first level with two half-waves across the thickness is $0.3084+4\times1.0966=4.695$ mRy. A two-dimensional problem has been solved by two one-dimensional ones. A numerical scheme should keep this advantage where it exists and lose as little of it as possible where it does not.

## The naive scheme and its bill

Use $n_y\times n_z$ interior nodes with spacings $h_y=W/(n_y+1)$ and $h_z=L/(n_z+1)$. Adding the Taylor series of $\psi(y+h)$ and $\psi(y-h)$ cancels the odd terms:

$$-\psi''=\frac{2\psi(y)-\psi(y+h)-\psi(y-h)}{h^2}+O(h^2).$$

The 1D kinetic matrix is thus $T=\mathrm{tridiag}(-1,2,-1)/(mh^2)$. Insert $u_i=\sin i\theta$. Since $u_{i+1}+u_{i-1}=2\cos\theta\,u_i$, the eigenvalue is $2(1-\cos\theta)/(mh^2)=4\sin^2(\theta/2)/(mh^2)$, and the walls require $\theta=p\pi/(n+1)$. Expanding $4\sin^2(\theta/2)=\theta^2-\theta^4/12+\dots$ shows that low box levels come out too low, by a relative amount $\theta^2/12$.

Store the node values $\Psi_{ij}$ row by row, so that $z$ is the fast index. Because $(A\otimes B)_{ij,i'j'}=A_{ii'}B_{jj'}$,

$$[(A\otimes B)\,\mathrm{vec}\Psi]_{ij}=\sum_{i'j'}A_{ii'}\Psi_{i'j'}B_{jj'}=(A\Psi B^{T})_{ij}.$$

A $y$ derivative acts on the first index and leaves the second alone, so it is $T_y\otimes I$. Hence

$$H=T_y\otimes I+I\otimes T_z+\mathrm{diag}(V),\qquad N=n_yn_z .$$

The naive continuation hands this $N\times N$ matrix to a dense eigenvalue routine. Its first stage is Householder reduction to tridiagonal form. When a block of size $m$ remains, a matrix-vector product costs about $2m^2$ operations. The symmetric rank-two update changes about $m^2/2$ stored entries at four operations each, another $2m^2$. Summing,

$$\sum_{m<N}4m^2\simeq\tfrac43N^3 .$$

Counting the operations of an actual reduction confirms the coefficient: the third difference of the counts is 8, and that of $cN^3$ is $6c$, so $c=4/3$.

On a $49\times24$ grid, $N=1176$ and the reduction takes $2.17\times10^9$ operations. Halving both spacings multiplies $N$ by about 4, the storage by 16 and the work by 64. On a $199\times99$ grid, with $N=19701$, the matrix alone fills 3.11 GB. Nearly all of it is zeros. The nonzeros are $N$ diagonal entries, $2(n_y-1)n_z$ links along $y$ and $2n_y(n_z-1)$ along $z$:

$$N+2(N-n_z)+2(N-n_y)=5N-2n_y-2n_z,$$

which is 5734 on the smaller grid, out of $N^2\approx1.4\times10^6$.

## First repair: keep the zeros

Lanczos iteration needs only products $Hx$, which are cheap here, but it separates neighbouring levels slowly when their gap is small compared with the whole spectrum. The top of the spectrum is set by the grid. At $h_y=8$ and $h_z=4$ bohr the largest kinetic energy is close to

$$\frac{4}{m_yh_y^2}+\frac{4}{m_zh_z^2}=0.3125+0.2778=0.590\ \text{Ry},$$

and it grows as $h^{-2}$ on refinement. For the gated sheet defined below, the computed top is 592 mRy, while the two lowest levels are 0.44 mRy apart. The ratio of gap to spread is about $7.5\times10^{-4}$.

Applying $H^{-1}$ instead turns each level $E$ into $1/E$. The two lowest become 0.2356 and 0.2134 per mRy, and the top falls to 0.0017. For this pair the ratio rises to $0.0222/0.2339=0.095$. Higher pairs gain less: for the fourth and fifth levels, 7.039 and 7.557 mRy, it rises from $8.8\times10^{-4}$ to 0.042. For six levels, the iteration on $H$ took 371 products and the inverted one took 42 solves. On the $199\times99$ grid the inverted iteration again took 42. The exact counts depend on the random starting vector.

The solves need a factorization, which is made once and reused for all of them. With $V\ge0$ and positive kinetic matrices, $H$ is positive definite, so a Cholesky factor exists without pivoting. The farthest coupling is $b=n_z$ places from the diagonal. An interior column costs one root, $b$ divisions and $b(b+1)/2$ updates of two operations:

$$1+b+b(b+1)=(b+1)^2 .$$

The total is about $N(b+1)^2=7.35\times10^5$ on the small grid.

The price is fill. Eliminating a node couples all its remaining neighbours to one another. Column $j<b$ of the factor therefore holds the diagonal, row $j+1$ and rows $b+1$ to $b+j$, which is $j+2$ entries. From column $b$ on, the band is full, except that the last $b$ columns lack $1,2,\dots,b$ entries. Adding up,

$$\sum_{j=1}^{b-1}(j+2)+(N-b+1)(b+1)-\frac{b(b+1)}2=(N-b+1)(b+1)+b-2 .$$

The side with fewer nodes should thus be the fast index: on the large grid the factor has $1.96\times10^6$ entries with $z$ fast and $3.90\times10^6$ with $y$ fast. A fill-reducing elimination order lowers this to $3.9\times10^5$, and the timings below use it.

The factorization is not the whole bill. A solve uses each factor entry twice, with a multiplication and a subtraction each time. With the band factor of the small grid, 28847 entries by the formula, 42 solves take about $42\times4\times28847=4.8\times10^6$ operations, more than the factorization itself.

## Second repair: use separability when it is there

The sparse method still treats the cross-section as a general network of nodes. Suppose $V_{ij}=a_i+b_j$. Then $H=H_y\otimes I+I\otimes H_z$ with $H_y=T_y+\mathrm{diag}(a)$ and $H_z=T_z+\mathrm{diag}(b)$. If $H_yu_p=\varepsilon_pu_p$ and $H_zv_q=\eta_qv_q$,

$$H(u_p\otimes v_q)=(H_yu_p)\otimes v_q+u_p\otimes(H_zv_q)=(\varepsilon_p+\eta_q)\,u_p\otimes v_q .$$

The scalar product of two such vectors is $\delta_{pp'}\delta_{qq'}$. There are $N$ of them, so no level is missing.

The condition is also necessary. If $H=A\otimes I+I\otimes B$ for any $A$ and $B$, comparing diagonal entries gives $V_{ij}=[A_{ii}-(T_y)_{ii}]+[B_{jj}-(T_z)_{jj}]$, which is additive.

To find the $k$ lowest sums, number both sets of 1D levels upwards from 1. The $pq$ pairs with $p'\le p$ and $q'\le q$ have sums no higher than that of $(p,q)$. If ties are broken in favour of smaller $p+q$, all the others in this set precede $(p,q)$. A pair with $pq>k$ thus has at least $k$ predecessors and can be discarded.

Even if the 1D matrices were full, their reductions would cost $\frac43(n_y^3+n_z^3)=1.75\times10^5$ operations, some 12000 times less than the dense reduction. They are in fact tridiagonal already. For an additive test potential, all 1176 sums agree with dense diagonalization to about $2\times10^{-12}$ mRy.

## Why an ideal all-around gate removes separability

In a real device an oxide separates the gate from the channel, and the potential generally varies along the channel walls. Consider the ideal limit of a vanishing oxide thickness, in which the four walls are one equipotential, taken as zero, and suppose $V=a(y)+b(z)$. On the wall $z=0$, $a(y)=-b(0)$ for all $y$, so $a$ is constant. On $y=0$, $b$ is constant by the same argument. Then $V$ is constant, and it vanishes on the walls, so it is zero everywhere. Any nonzero potential inside such a gate is nonseparable in $y$ and $z$, however symmetric the device. A potential that varies along $z$ alone remains additive, but the side walls are then not at the gate potential.

As a model of the gated sheet, take

$$V=V_0f(y)g(z),\quad f=4\tfrac yW\left(1-\tfrac yW\right),\quad g=4\tfrac zL\left(1-\tfrac zL\right),\quad V_0=4\ \text{mRy}.$$

This is 13 times the lateral energy unit of 0.308 mRy, and it raises the lowest level from 1.405 mRy to about 4.25 mRy. For an electron's potential energy, Poisson's equation reads $\nabla^2V=-4\pi e^2n/\kappa=-8\pi n/\kappa$, with electron density $n$ and relative permittivity $\kappa$. Since $f''=-8/W^2$ and $g''=-8/L^2$,

$$n=\frac{\kappa V_0}{\pi}\left(\frac{g}{W^2}+\frac{f}{L^2}\right)>0,$$

which is the sign expected of electron charge. With $\int g\,dz=2L/3$ and $\int f\,dy=2W/3$, the line density is

$$\frac{2\kappa V_0}{3\pi}\left(\frac LW+\frac WL\right),$$

or 0.82 electrons per nm for $\kappa=12$. The potential is prescribed, not self-consistent: this density does not vanish along the walls, as the wavefunctions do.

## The tempting shortcut

One could replace $V$ by an additive potential and carry on. Subtracting row and column means and restoring the total mean leaves the remainder

$$R_{ij}=V_{ij}-\bar V_{i\cdot}-\bar V_{\cdot j}+\bar V .$$

It vanishes for $V_{ij}=a_i+b_j$, as substitution shows, and $R=0$ in turn makes $V$ additive. For the gated sheet,

$$R=V_0(fg-f\bar g-\bar fg+\bar f\bar g)=V_0(f-\bar f)(g-\bar g).$$

For every normalized vector, $|\psi^TR\psi|\le\max|R|$. By the min-max principle, dropping $R$ then moves no ordered level by more than $\max|R|$. This is 1.30 mRy on the small grid and tends to $4V_0/9=1.78$ mRy on refinement, as the outermost nodes approach the corners. The largest shift found on the small grid is 0.18 mRy. The bound is a worst case: $|\psi^TR\psi|$ reaches $\max|R|$ only for a vector concentrated on the corner nodes, where $|R|$ is largest.

With these plain means the shortcut looks good until the lowest splitting is needed. On the small grid the ground level moves from 4.244 to 4.180 mRy, an error of 1.5%. The second moves the other way, from 4.687 to 4.702. Their splitting changes from 0.442 to 0.522 mRy, an error of 18% relative to the dense result. The means over interior nodes depend slightly on the grid. In the continuum limit, where $\bar f=\bar g=2/3$, the two errors are 2.1% and 21%.

Much of the error in the splitting comes from the choice of means. Weighting them with the ground-state density of the empty box, proportional to $\sin^2(\pi y/W)\sin^2(\pi z/L)$, gives another additive potential. It brings the error of the lowest splitting down to about 2%, but the fifth level is then 0.14 mRy too low.

## Third repair: keep the remainder in a small product basis

The remainder spoils separability but not the usefulness of the 1D states. A singular value decomposition gives $R=\sum_rs_rf_rg_r^T$. Between product states, each term factorizes:

$$\sum_{ij}u_{p,i}v_{q,j}\,f_{r,i}g_{r,j}\,u_{p',i}v_{q',j}=(F_r)_{pp'}(G_r)_{qq'},$$

with $F_r=U^T\mathrm{diag}(f_r)U$ and $G_r=W_z^T\mathrm{diag}(g_r)W_z$, where the columns of $U$ and $W_z$ are the retained 1D states. With $p_y$ states along $y$ and $p_z$ along $z$, the matrix to diagonalize has size $M=p_yp_z$:

$$H_c=\mathrm{diag}(\varepsilon_p+\eta_q)+\sum_rs_r\,F_r\otimes G_r .$$

For the gated sheet the sum has one term.

Restricting the trial vectors to a subspace cannot lower a min-max value, so the levels of $H_c$ lie on or above the grid levels and descend as nested bases grow. The largest error among six levels, relative to dense diagonalization on the same grid, is:

| Basis | $M$ | Error (mRy) |
|---|---|---|
| $4\times2$ | 8 | $7.0\times10^{-3}$ |
| $8\times4$ | 32 | $8.3\times10^{-5}$ |
| $16\times8$ | 128 | $7.4\times10^{-7}$ |

When no dense reference is affordable, the residual helps. Expanding a normalized $\psi$ in eigenvectors of $H$ with coefficients $c_n$,

$$\|(H-E)\psi\|^2=\sum_n(E_n-E)^2c_n^2\ge\min_n(E_n-E)^2,$$

so some grid level lies within the residual norm of $E$. For the ground state in the largest basis this norm is $6.4\times10^{-3}$ mRy, far above the actual error. The reason is the order of smallness. If $\psi=\sqrt{1-\delta^2}\,\phi_1+\delta\chi$ with $\chi$ normalized and orthogonal to the eigenvector $\phi_1$, the cross terms vanish and $E-E_1=\delta^2(\chi^TH\chi-E_1)$. The energy error is quadratic in $\delta$, while the residual is linear.

## Reading the costs

Wall times below are the best of two or three repeats within one run of the program. They are measurements, not scaling laws.

| Method | $49\times24$ | $199\times99$ |
|---|---|---|
| Dense, all levels | 252 ms | not run |
| Sparse, 6 levels | 12.4 ms | 319 ms |
| Product basis, $M=128$ | 6.6 ms | 12.2 ms |
| 1D sums, additive $V$ | 0.29 ms | not run |

On the small grid the product basis gains a factor of about 2 over the sparse method, and on the large grid about 26. Operation counts alone do not fix these factors. Reducing $H_c$ takes $\frac43M^3=2.8\times10^6$ operations, of the same order as the band solves counted above for the small grid, but the product-basis times also include eigenvectors and projections, the sparse times cover energies only, and both contain program overhead. On refinement $M$ stays fixed, and only the 1D problems, the decomposition of $R$ and the projections grow. The accuracy stays too: on the large grid the two methods differ by at most $7\times10^{-7}$ mRy.

The advantage depends on a smooth remainder. If a sharply localized potential forces $M$ towards $N$, the cost $\frac43M^3$ returns to that of the naive scheme, and the sparse method is the better choice. A position-dependent mass can break the kinetic form $T_y\otimes I+I\otimes T_z$ from the start. Variation with $y$ alone is enough if the mass enters both terms, because it then also multiplies the $z$ derivative.

Basis error must also be weighed against grid error. With an error proportional to $h^2$, write $E_{2h}=E_0+4c$ and $E_h=E_0+c$. Eliminating $c$ gives

$$E_0=E_h+\tfrac13(E_h-E_{2h}).$$

The ground level is 4.24406, 4.24603 and 4.24652 mRy on the $49\times24$, $99\times49$ and $199\times99$ grids. Successive differences have the ratio 3.98, close to the 4 expected of a second-order scheme. Extrapolation gives 4.2467 mRy, or about 58 meV, and a continuum calculation in sine functions, which uses no grid differences, agrees. The small grid is therefore off by $2.6\times10^{-3}$ mRy in the ground level, about 30 times the largest error of the $8\times4$ basis. There, 32 product states already suffice, and further effort belongs in the grid. The numerical output lists the remaining levels and counts.

## Numbers as computed

```
width, thickness: 400, 100 bohr
width, thickness: 21.17, 5.29 nm
masses m_y, m_z: 0.2, 0.9 electron masses
gated potential height V0: 4.0 mRy
relative permittivity: 12
line density of electrons: 0.818 per nm
coarse grid: 49 x 24, N = 1176, nonzeros of H = 5734
coarse spacings h_y, h_z: 8.0, 4.0 bohr
additive test, largest error of all N sums: 2.1e-12 mRy
flat sheet, continuum levels (p,q):
  (1,1): 1.40505 mRy
  (2,1): 2.33032 mRy
  (3,1): 3.87245 mRy
  (1,2): 4.69492 mRy
  (2,2): 5.62019 mRy
  (4,1): 6.03142 mRy
gated sheet, level: coarse dense | remainder dropped | fine sparse, mRy
  1: 4.24406 | 4.17965 | 4.24652
  2: 4.68652 | 4.70186 | 4.69041
  3: 6.28933 | 6.26386 | 6.29913
  4: 7.03901 | 7.03652 | 7.06175
  5: 7.55686 | 7.55873 | 7.58093
  6: 8.37388 | 8.36700 | 8.40042
Weyl bound max|R|: 1.2988 mRy
largest actual shift over all levels: 0.1772 mRy
rank of the remainder R: 1
basis 4 x 2 = 8: largest error of 6 levels 7.04e-03 mRy
basis 8 x 4 = 32: largest error of 6 levels 8.31e-05 mRy
basis 16 x 8 = 128: largest error of 6 levels 7.35e-07 mRy
residual norm, ground state, largest basis: 6.35e-03 mRy
top of the coarse spectrum: 592.0 mRy
Lanczos on H, products: 371
shift-invert Lanczos, solves: 42
third difference of Householder counts: 8
dense reduction, coarse: 2.17e+09 operations
band Cholesky estimate N(b+1)^2, coarse: 7.35e+05 operations
two full 1D reductions, coarse: 1.75e+05 operations
reduction in basis of 128: 2.80e+06 operations
coarse times, dense | sparse: 252.0 | 12.39 ms
coarse times, 1D sums | basis 128: 0.29 | 6.58 ms
fine grid: 199 x 99, N = 19701, solves = 42
fine dense matrix storage: 3.11 GB
fine band factor, z fast | y fast: 1960397 | 3900797 entries
fine factor after reordering: 394320 entries
fine times, sparse | basis 128: 319.4 | 12.18 ms
fine grid, tensor minus sparse, largest: 6.97e-07 mRy
medium-grid (99 x 49) ground level: 4.246028 mRy
grid-refinement ratio: 3.9819
extrapolated ground level: 4.246688 mRy
continuum sine-basis ground level: 4.246688 mRy
extrapolated ground level: 57.7791 meV
```
